# Final and average velocity of markers that shift parabolically

**Question**

I am stuck on an exercise about a diffusion couple. Inert markers are placed at the contact plane between the two metals. After an anneal of \(10^5\) s they have shifted by 12 µm, and the shift is said to be parabolic in time. I have to find their instantaneous velocity at the end of the anneal and compare it with their average velocity.

I can divide 12 µm by \(10^5\) s, but I don't see which of the two velocities that gives. If I differentiate a square root instead, I get a constant that I was not given, and a velocity that is infinite at \(t=0\). How can the average then be finite? And why should markers follow a square root at all?

**Answer**

Dividing the whole shift by the whole time gives the average velocity. The final velocity is the slope of the position curve at its end. The constant you are missing is fixed by the data.

**The two velocities**

Let \(x\) be the marker position measured from the original contact plane, in the frame of the far, undiffused ends of the couple. Time starts when diffusion starts. "Parabolic" means that \(x^2\) is proportional to \(t\):

\[
x(t)=K\sqrt t .
\]

The end point \(x_f=12\) µm at \(t_f=10^5\) s gives

\[
K=\frac{x_f}{\sqrt{t_f}}=\frac{12\ \text{µm}}{\sqrt{10^5\ \text{s}}}=0.03795\ \text{µm/s}^{1/2}.
\]

Differentiate, then replace \(K\) by \(x/\sqrt t\):

\[
v(t)=\frac{dx}{dt}=\frac{K}{2\sqrt t}=\frac{1}{2\sqrt t}\,\frac{x}{\sqrt t}=\frac{x}{2t}.
\]

So \(K\) cancels, and you need just the final position and time. With 12 µm = 12 000 nm,

\[
v_f=\frac{x_f}{2t_f}=\frac{12\,000\ \text{nm}}{2\times10^5\ \text{s}}=0.060\ \text{nm/s},
\]

which is 0.216 µm/h. The average over the whole anneal is

\[
\bar v=\frac{x_f}{t_f}=\frac{12\,000\ \text{nm}}{10^5\ \text{s}}=0.120\ \text{nm/s}.
\]

Hence \(v_f/\bar v=1/2\): **the markers end at half their average velocity.**

The factor is the exponent of the growth law. For \(x=Kt^n\) with \(n>0\), the velocity is \(nKt^{n-1}=nx/t\), so the ratio is \(n\). A linear shift would give 1, and a parabolic one gives 1/2.

You can check the slope without calculus. At 99 % of the time the marker is at \(12\sqrt{0.99}=11.9398\) µm. It covers the remaining 0.0602 µm in 1000 s, at 0.0602 nm/s. This is slightly above \(v_f\) because the marker is still slowing down during that interval.

**The infinite initial velocity**

The velocity diverges as \(t\to0\), but so weakly that the distance covered stays finite:

\[
\int_0^{t_f}\frac{K}{2\sqrt t}\,dt=K\sqrt{t_f}=x_f .
\]

The divergence comes from idealizing the initial composition profile as a perfectly sharp step in a continuum. The marker moves faster than its average at first and slower later. The changeover follows from \(v(t)=\bar v\):

\[
\frac{K}{2\sqrt t}=\frac{K\sqrt{t_f}}{t_f}=\frac{K}{\sqrt{t_f}}
\quad\Rightarrow\quad \sqrt t=\frac{\sqrt{t_f}}{2}
\quad\Rightarrow\quad t=\frac{t_f}{4}=25\,000\ \text{s}.
\]

At that moment the marker has already covered half its final distance, since \(\sqrt{1/4}=1/2\).

**Why the shift is parabolic**

Take copper at \(x<0\) and brass at \(x>0\), and let \(N\) be the atomic fraction of zinc. Assume a constant total concentration \(C\) of atoms, and vacancies that are created and absorbed where needed, without forming pores. Relative to the lattice, the fluxes are

\[
j_{Zn}=-D_{Zn}C\frac{\partial N}{\partial x},\qquad
j_{Cu}=-D_{Cu}C\frac{\partial(1-N)}{\partial x}=+D_{Cu}C\frac{\partial N}{\partial x}.
\]

If the lattice moves at velocity \(v\), the total atomic flux in the frame of the ends is \(j_{Zn}+j_{Cu}+Cv\). Because \(C\) is constant, atom conservation makes this total the same at every \(x\). It vanishes at the far ends, so it vanishes everywhere:

\[
v=-\frac{j_{Zn}+j_{Cu}}{C}=(D_{Zn}-D_{Cu})\frac{\partial N}{\partial x}.
\]

Zinc is the faster species and \(N\) increases with \(x\), so \(v>0\). The markers, carried by the lattice, move towards the brass, the side that loses more atoms than it gains.

The zinc flux in the frame of the ends is \(j_{Zn}+NCv\). Dividing by \(C\) and inserting \(v\) gives

\[
-D_{Zn}\frac{\partial N}{\partial x}+N(D_{Zn}-D_{Cu})\frac{\partial N}{\partial x}
=-\tilde D\,\frac{\partial N}{\partial x},\qquad
\tilde D=(1-N)D_{Zn}+ND_{Cu}.
\]

Conservation of zinc then reads \(\partial N/\partial t=\partial(\tilde D\,\partial N/\partial x)/\partial x\). Try \(N=F(\lambda)\) with \(\lambda=x/\sqrt t\). Since \(\partial\lambda/\partial x=1/\sqrt t\) and \(\partial\lambda/\partial t=-\lambda/(2t)\),

\[
-\frac{\lambda}{2t}F'=\frac1t\left(\tilde DF'\right)'
\quad\Rightarrow\quad
-\frac{\lambda}{2}F'=\left(\tilde DF'\right)' .
\]

Time has dropped out, even if the diffusivities depend on composition. The initial step also fits this form, because it contains no length. Therefore

\[
v(x,t)=\frac{f(\lambda)}{\sqrt t},\qquad f=(D_{Zn}-D_{Cu})F'.
\]

For a marker that starts at \(x=0\), insert \(x=K\sqrt t\) into \(dx/dt=v(x,t)\):

\[
\frac{K}{2\sqrt t}=\frac{f(K)}{\sqrt t}\quad\Rightarrow\quad K=2f(K).
\]

This is an equation for a constant, so the square root is consistent at all times. A solution exists: \(2f(\lambda)-\lambda\) is positive at \(\lambda=0\) and negative at large \(\lambda\), where the gradient has died out. This argument does not show that the solution is unique. For the copper–brass models used below there is one root. If the faster species changes strongly with composition, there can be several roots, and the markers may split between planes. Each such plane still moves as \(\sqrt t\), so the factor 1/2 holds for each.

I also solved the diffusion problem numerically from a step, moving the marker with the local \(v\) and assuming no power law. With \(D_{Cu}/D_{Zn}=0.4\) and constant diffusivities, the exponent was 0.500 and the velocity ratio 0.500. With the same \(D_{Cu}/D_{Zn}\), but \(D_{Zn}\) 8.2 times larger in the brass than in the copper, both came out as 0.501.

**When one half is the wrong factor**

*Markers away from the contact plane.* Such a marker has a starting distance \(x_0\), which brings a length into the problem. It must wait for the diffusion zone to reach it. In the constant-diffusivity run, a marker starting one diffusion length \(\sqrt{D_{Zn}t_f}\) inside the brass had a final velocity 1.15 times its own average.

*Diffusion before the clock starts.* Suppose the couple has already diffused for \(t_0\) at the same temperature, for instance during bonding, and that both shift and time are counted from then on. With \(t\) the total time,

\[
\bar v=\frac{K(\sqrt t-\sqrt{t_0})}{t-t_0}=\frac{K}{\sqrt t+\sqrt{t_0}},
\]

because \(t-t_0=(\sqrt t-\sqrt{t_0})(\sqrt t+\sqrt{t_0})\). Dividing \(v=K/(2\sqrt t)\) by this gives

\[
\frac{v}{\bar v}=\frac{\sqrt t+\sqrt{t_0}}{2\sqrt t}=\frac12\left(1+\sqrt{\frac{t_0}{t}}\right).
\]

The square root makes even a short prior treatment matter. For \(t_0=1000\) s followed by your \(10^5\) s, the ratio is 0.550. If the 12 µm were counted in this way, the final velocity would be 0.066 nm/s.

*A drifting temperature.* Let all diffusivities share a factor \(g(t)\), and define \(\tau=\int_0^t g\,dt'\). Since \(d\tau=g\,dt\), dividing the diffusion and marker equations by \(g\) turns them into the old ones with \(\tau\) in place of \(t\). So \(x=K\sqrt\tau\), and

\[
v=g\,\frac{dx}{d\tau}=\frac{g\,x}{2\tau},\qquad
\frac{v_f}{\bar v}=\frac{g(t_f)\,t_f}{2\tau_f}=\frac{g(t_f)}{2\langle g\rangle},
\]

where \(\langle g\rangle=\tau_f/t_f\) is the time average. For a linear fall of 20 % this gives \(0.8/(2\times0.9)=0.444\); the numerical solution gave 0.445. For a furnace that drifts steadily from 1000 K to 995 K, with a rough activation energy of 1.8 eV for both species, the ratio is 0.474. The final velocity is then 0.057 nm/s for the same 12 µm.

**Would these numbers suit a real couple?**

Consider copper against alpha-brass with 30 at.% zinc near 1000 K, with \(D_{Cu}/D_{Zn}=0.4\); these are rough inputs. To estimate the shift, treat \(\tilde D\) as constant. The profile is then an error function, whose slope at the contact plane is \(0.30/(2\sqrt{\pi\tilde Dt})\). Neglecting the change of slope over the small marker shift, \(x=2vt\) gives

\[
x_f\approx(D_{Zn}-D_{Cu})\,0.30\,\sqrt{\frac{t_f}{\pi\tilde D}} .
\]

At the mean composition \(N=0.15\), \(\tilde D=(0.85+0.15\times0.4)D_{Zn}=0.91\,D_{Zn}\). Hence

\[
\frac{x_f}{\sqrt{D_{Zn}t_f}}\approx\frac{0.6\times0.30}{\sqrt{0.91\,\pi}}=0.106,
\]

against 0.107 from the numerical solution. A shift of 12 µm therefore needs a diffusion length of about 113 µm, or

\[
D_{Zn}=\frac{(0.0113\ \text{cm})^2}{10^5\ \text{s}}\approx1.3\times10^{-9}\ \text{cm}^2/\text{s}.
\]

This is inferred from the exercise with constant diffusivities, not measured. In a real couple zinc diffuses much faster in the brass than in the copper. With the 8.2-fold difference used above, the same shift would need a \(D_{Zn}\) in the brass two to three times larger. The 8.2 is illustrative, and the real difference may well be greater; a 25-fold difference would make \(D_{Zn}\) nearly four times larger. Only the order of magnitude is therefore meaningful, and it is reasonable for zinc in brass at such a temperature. A half thickness of 1000 µm is 8.9 diffusion lengths, so the ends are effectively undisturbed. Real brass also breaks the assumption of constant atomic volume. With a lattice roughly 2 % wider in the brass than in copper, and an atomic volume linear in \(N\), zinc fills a volume fraction \(\phi\) of about 0.34 instead of 0.30. Let the partial volumes \(V_i\) be constant and the fluxes relative to the lattice be \(-D_i\,\partial c_i/\partial x\), with \(c_i\) the concentrations. Since \(V_{Zn}c_{Zn}=\phi\) and \(V_{Cu}c_{Cu}=1-\phi\), a vanishing total volume flux gives \(v=(D_{Zn}-D_{Cu})\,\partial\phi/\partial x\). The span of \(\phi\) is about 13 % larger than that of \(N\). The shift scales roughly as this span times \(\sqrt{D_{Zn}}\), so for the same 12 µm the inferred \(D_{Zn}\) falls by a little over a fifth. The factor 1/2 survives because no new length has entered. Real couples of this kind can also form pores, which the model leaves out and whose effect I have not estimated.

Two measurement errors scale both velocities together and leave their ratio alone. Reading the shift to 1 µm means an uncertainty of 8.3 % of the shift, so the final velocity is \(0.060\pm0.005\) nm/s. If the 12 µm were measured after cooling to 300 K, thermal contraction with a rough coefficient of \(1.8\times10^{-5}\) K\(^{-1}\) would have hidden about 1.3 %. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
EXERCISE
marker shift: 12.0 um
anneal time: 100000 s
K = shift/sqrt(time): 0.03795 um/s^0.5
average velocity: 0.1200 nm/s
final velocity: 0.0600 nm/s
final velocity, converted: 0.216 um/h
final/average: 0.500
time when velocity equals average: 25000 s
position at 99 % of time: 11.9398 um
secant velocity, last 1 % of time: 0.0602 nm/s
SIMULATION, constant diffusivities
exponent of time: 0.500
final/average: 0.500
velocity at quarter time/average: 1.000
off-plane marker, final/average: 1.15
SIMULATION, composition-dependent diffusivities
D_Zn in brass / D_Zn in copper: 8.2
exponent of time: 0.501
final/average: 0.501
SIMULATION, diffusivities falling by 20 %
final/average, simulated: 0.445
final/average, formula: 0.444
COPPER/ALPHA-BRASS REGIME (rough inputs)
zinc fraction of brass: 0.30
D_Cu/D_Zn: 0.40
temperature: 1000 K
shift/sqrt(D_Zn t), simulated: 0.107
shift/sqrt(D_Zn t), estimate: 0.106
diffusion length sqrt(D_Zn t): 113 um
inferred D_Zn: 1.3e-09 cm2/s
NEGLECTED EFFECTS (rough inputs)
uncounted bonding time: 1000 s
final/average with bonding: 0.550
final velocity with bonding: 0.0660 nm/s
furnace drop: 5 K; barrier: 1.8 eV
final/average with furnace drop: 0.474
final velocity with drop: 0.0569 nm/s
reading error: 1 um
reading error/shift: 8.3 %
expansion coefficient: 1.8e-05 1/K
contraction on cooling to 300 K: 1.3 %
lattice parameters Cu, brass: 0.361, 0.368 nm
zinc volume fraction of brass: 0.339
half thickness of couple: 1000 um
half thickness/diffusion length: 8.9
```
